# Ballistic current saturation with charge fixed at the barrier top

A model silicon channel at 300 K carries 151.7 µA/µm at a drain voltage of 100 mV and 158.1 µA/µm at 200 mV. Doubling the voltage adds only 4 percent to the current, although no electron is scattered between the contacts. What limits the current?

The channel is a two-dimensional electron layer with source on the left, drain on the right, and one potential maximum between them. Transport is along $x$. The parabolic band has masses $m_x$ along the current and $m_y$ across it, and $g_v$ equivalent valleys. I write $q>0$ for the elementary charge, $V$ for the drain voltage relative to the source, and $u=qV/kT$. Electrons flow to the drain when $V>0$; the conventional current entering the drain is counted positive.

## First case: the barrier top in equilibrium

At $V=0$ both contacts have Fermi level $\mu_S$. Let $E_{top}$ be the band edge at the maximum and $\eta=(\mu_S-E_{top})/kT$. For nondegenerate carriers, $e^{\eta}\ll1$, the occupation is

$$f=\exp\left[\eta-\frac{\hbar^2}{2kT}\left(\frac{k_x^2}{m_x}+\frac{k_y^2}{m_y}\right)\right].$$

The density of right-moving electrons is a sum over $k_x>0$, with a factor 2 for spin:

$$n_+=\frac{2g_v}{(2\pi)^2}\int_0^\infty dk_x\int_{-\infty}^{\infty}dk_y\,f.$$

The $k_x$ integral is half a Gaussian, $\tfrac12\sqrt{2\pi m_xkT}/\hbar$. The $k_y$ integral is a whole one, $\sqrt{2\pi m_ykT}/\hbar$. Their product is $\pi kT\sqrt{m_xm_y}/\hbar^2$, so

$$n_+=\frac N2e^{\eta},\qquad N=\frac{g_v\sqrt{m_xm_y}\,kT}{\pi\hbar^2}.$$

The mean velocity of these electrons is a ratio in which the $k_y$ integrals cancel:

$$v_T=\frac{\int_0^\infty(\hbar k_x/m_x)e^{-\hbar^2k_x^2/2m_xkT}dk_x}{\int_0^\infty e^{-\hbar^2k_x^2/2m_xkT}dk_x}
=\frac{kT/\hbar}{\tfrac12\sqrt{2\pi m_xkT}/\hbar}=\sqrt{\frac{2kT}{\pi m_x}}.$$

Only the mass along the current enters $v_T$. The left-moving half has the same density and the opposite velocity, so the net current vanishes, as equilibrium requires. Each half nevertheless carries a flux $n_+v_T$.

## Second case: a voltage, with the barrier height frozen

Now lower the drain Fermi level to $\mu_D=\mu_S-qV$. Which contact fills which state at the maximum?

Take a right-moving electron there and follow it back in time. It came from the left, where the band edge is lower, so its kinetic energy along $x$ was larger. It had no turning point and must have left the source. A left-moving electron came from the drain by the same argument. This holds at the highest point of a potential that depends only on $x$, for classical motion without scattering in the channel.

Collisionless motion preserves phase-space volume, so the occupation of a state is carried unchanged along its trajectory. Total energy $E$ is conserved too. Each contact is taken to be in equilibrium and to absorb every arriving electron. Hence

$$f_+=e^{(\mu_S-E)/kT},\qquad f_-=e^{(\mu_S-qV-E)/kT}=f_+e^{-u}.$$

The two halves remain half-Maxwellians with the same $v_T$, and $n_-=n_+e^{-u}$. The current per width is

$$\frac IW=qv_T(n_+-n_-)=qv_Tn_+(1-e^{-u}).$$

Let $n_s$ be the total density at $V=0$. With $E_{top}-\mu_S$ frozen, $n_+$ stays at $n_s/2$:

$$\left.\frac IW\right|_{\text{fixed barrier}}=\frac{qn_sv_T}{2}(1-e^{-u}).$$

This already saturates. The source keeps emitting at its equilibrium rate, while the return flux from the drain dies out. The total density, however, falls from $n_s$ to $n_s/2$. A gate that holds the charge will not allow that.

## General case: the gate holds the charge

Now require $n_++n_-=n_s$ at every $V$. With $n_-=n_+e^{-u}$,

$$n_+=\frac{n_s}{1+e^{-u}},\qquad n_-=\frac{n_se^{-u}}{1+e^{-u}}.$$

Insert the difference into the current and multiply numerator and denominator by $e^{u/2}$:

$$\frac IW=qn_sv_T\frac{1-e^{-u}}{1+e^{-u}}
=qn_sv_T\frac{e^{u/2}-e^{-u/2}}{e^{u/2}+e^{-u/2}},$$

$$\boxed{\frac IW=qn_sv_T\tanh\frac{qV}{2kT}}$$

The barrier must move to make this possible. At $V=0$, $Ne^{\eta_0}=n_s$; at voltage $V$, $(N/2)e^{\eta}(1+e^{-u})=n_s$. Division gives

$$\eta-\eta_0=\ln\frac{2}{1+e^{-u}}.$$

The barrier falls by $kT$ times this number, approaching $kT\ln2=17.9$ meV at 300 K. That doubles the source injection and replaces the missing drain electrons.

**Small voltage.** Since $\tanh(u/2)\to u/2$, the conductance per width is $q^2n_sv_T/(2kT)$. It is finite without scattering because the contacts supply thermal fluxes of finite size. The fixed-barrier law has the same initial slope, since $1-e^{-u}\to u$.

**Large voltage.** The current tends to $qn_sv_T$, twice the fixed-barrier value. The remaining gap is

$$1-\tanh\frac u2=\frac{2e^{-u}}{1+e^{-u}}\simeq2e^{-u}.$$

For 95 percent of saturation, $e^{-u}=0.05/1.95=1/39$, so $V=(kT/q)\ln39=94.7$ mV.

**Reversed voltage.** The result is odd in $V$, as exchanging two identical contacts demands. The fixed-barrier result is not odd, because its barrier was frozen relative to the source.

The saturation velocity here is the mean thermal velocity of one-way injection, not a high-field drift velocity set by collisions. Beyond the maximum the electrons injected by the source accelerate. Continuity keeps the density of this stream times its mean velocity constant, so its density falls and its current stays the same. The energy gained is given up in the drain, where inelastic scattering is still needed to maintain equilibrium. The absence of scattering is therefore assumed only in the channel.

A trajectory calculation tested the assignment of states to contacts. Electrons were traced back from the top of a smooth barrier $3kT$ high on the source side, for $u=0.3$, 1 and 3. The contact reached by each trajectory set its occupation. The ratio of net flux to $v_T$ times density agreed with $\tanh(u/2)$ to within $1.5\times10^{-6}$.

## The numbers

The example is a 3 nm silicon film with a (001) surface and current along [100]. The lowest subband has $g_v=2$ and $m_x=m_y=0.19$ electron masses. The gate length is 20 nm, the equivalent oxide thickness 3 nm, and $n_s=8\times10^{11}$ cm⁻². At 300 K, $kT/q=25.85$ mV and $v_T=1.234\times10^7$ cm/s. In SI units,

$$qn_sv_T=(1.602\times10^{-19})(8\times10^{15})(1.234\times10^5)=158\ \text{A/m}=158\ \text{µA/µm}.$$

At 50 mV, $u=1.934$ and $\tanh(u/2)=0.747$, giving 118 µA/µm. The densities show why: $n_+=6.99\times10^{11}$ and $n_-=1.01\times10^{11}$ cm⁻², so three quarters of the total remains as the difference.

At 100 mV, $n_-$ is down to $0.164\times10^{11}$ cm⁻², or 2 percent of the total. Little return flux is left to remove, which answers the opening question. With a frozen barrier the current at 200 mV would be 79.1 instead of 158.1 µA/µm.

## How firmly can the gate hold the charge?

A real gate acts through a finite capacitance $C_G$ per area. If the potential at the barrier top rises by $\Delta\psi$ while the gate voltage is constant, the electron density obeys

$$qn=qn_s-C_G\Delta\psi.$$

Set $y=q\Delta\psi/kT=\eta-\eta_0$ and $a=C_GkT/(q^2n_s)$. Since $n=(n_s/2)e^y(1+e^{-u})$,

$$\tfrac12e^y(1+e^{-u})=1-ay,\qquad \frac IW=\frac{qn_sv_T}{2}e^y(1-e^{-u}).$$

For $a\to0$ the density is fixed and the hyperbolic tangent returns. For $a\to\infty$, $y\to0$ and the fixed-barrier law returns. The initial slope is the same for every $a$: $y$ vanishes with $u$, so $e^y$ changes the current only at second order.

Thus the assumed charge control requires $a\ll1$, or $n_s\gg C_GkT/q^2$. Nondegeneracy pulls the other way. In saturation $n_+=n_s$, so $e^\eta=2n_s/N$ must be small. Together,

$$\frac{C_GkT}{q^2}\ll n_s\ll\frac N2.$$

Such a window exists only if

$$C_G\ll\frac{q^2N}{2kT}=\frac{q^2g_v\sqrt{m_xm_y}}{2\pi\hbar^2}.$$

Temperature has cancelled, so cooling does not widen the window in relative terms. Here $C_G=1.15$ µF/cm² against a limit of 12.7 µF/cm². The window edges are $1.86\times10^{11}$ and $2.05\times10^{12}$ cm⁻². The chosen density lies between them, but neither inequality is strong: the ratios are 0.23 and 0.39.

The cost of the first ratio follows from the saturation equation $\tfrac12e^y=1-ay$. With $a=0.232$ its solution is $y\simeq0.555$, and both sides equal 0.871. Finite gate capacitance alone lowers the 200 mV current by 13 percent relative to the ideal law.

The second ratio acts upward. To next order in $z=e^\eta$, Fermi occupation is $ze^{-\varepsilon}-z^2e^{-2\varepsilon}$, with $\varepsilon$ the kinetic energy in units of $kT$. The second term is a Maxwellian at half the temperature. Density scales as $T$ and flux as $T^{3/2}$, so

$$\frac{\text{flux}}{n_+v_T}\simeq\frac{z-z^2/2^{3/2}}{z-z^2/2}\simeq1+0.146\,z.$$

At this order $z$ may be replaced by $2n_s/N=0.39$, giving 1.057. Full Fermi statistics give 1.058. Exclusion pushes electrons to higher energies and raises their mean velocity.

The drain also attracts charge. For an assumed coupling of 50 mV/V, the gate equation gains a term $C_G(0.05V)$ on its right side; the drain's own 5 percent addition to the total capacitance is neglected. At 200 mV this multiplies the current by 1.08 relative to the finite-capacitance case. The added charge grows with $V$, so saturation is no longer flat. Solving with all three effects gives 0.976 of the ideal current. This near agreement is a cancellation for these parameters, not evidence that each correction is negligible. It also depends on the assumed coupling. With a gate on only one side of this film and an insulator on the other, a one-dimensional scale-length estimate without mobile charge gives roughly 140 mV/V, and the drain factor becomes about 1.24 instead of 1.08. That estimate omits fringing fields. A two-dimensional charge-free solution with a thick oxide under the film gives roughly 200 mV/V and a factor near 1.3. The source and drain then raise the total capacitance to about $1.6\,C_G$, which is no longer negligible; counting it raises the factor to about 1.5.

## Restoring collisions

Let $\lambda$ be the mean free path for reversal of the $x$ motion. Forward and backward fluxes $j_f,j_b$ obey

$$\frac{dj_f}{dx}=\frac{dj_b}{dx}=-\frac{j_f-j_b}{\lambda}=-\frac J\lambda,$$

with constant net flux $J$. For unit flux entering a region of length $\ell$ and none from its far end, $j_f(\ell)=J$. Hence $1-J\ell/\lambda=J$, and the transmission is

$$\mathcal T=\frac{\lambda}{\lambda+\ell}.$$

Now let the source inject flux $F$ and the drain $Fe^{-u}$. The barrier top is the source end of the scattering region, so the charge condition applies there. The backward flux at that end consists of the reflected part of $F$ and the transmitted part of the drain flux. If both directions keep mean speed $v_T$, the charge condition and net flux are

$$n_sv_T=F[1+(1-\mathcal T)+\mathcal Te^{-u}],\qquad J=F\mathcal T(1-e^{-u}).$$

Eliminating $F$ gives

$$\frac IW=qn_sv_T\frac{\mathcal T(1-e^{-u})}{2-\mathcal T+\mathcal Te^{-u}}.$$

For $\mathcal T=1$ this is the hyperbolic tangent. Relative to it, the current is multiplied by $\mathcal T$ at small $V$ and by $\mathcal T/(2-\mathcal T)$ in saturation. Scattering lowers the plateau but is not its cause.

Mobility $\mu$ supplies $\lambda$. The density $(j_f+j_b)/v_T$ has slope $-2J/(\lambda v_T)$, so the diffusion coefficient is $D=v_T\lambda/2$. The Einstein relation $D=\mu kT/q$ then gives $\lambda=2\mu kT/(qv_T)$. A rough thin-film mobility of 250 cm²/Vs yields $\lambda=10.5$ nm.

At low voltage, if the barrier is nearly flat under the gate, the whole 20 nm counts: $\mathcal T=10.5/30.5=0.344$. A rounded barrier has a shorter effective length and a larger $\mathcal T$. For the stated film and oxide with a gate on one side and an assumed barrier height of 0.2 eV, a charge-free estimate gives about 7 nm and $\mathcal T\approx0.6$; heights of 0.1 and 0.3 eV give about 10 and 6 nm. The mobile charge flattens the barrier: including it at the stated density gives 10 to 13 nm and $\mathcal T$ between 0.44 and 0.50. The value 0.344 is the flat-barrier limit of the two-flux model; trajectories with a constant scattering time give about 0.33. In saturation I take the relevant length to be the distance over which the barrier falls by $kT$, because electrons reversed farther down rarely climb back once they have lost energy to the lattice. Purely elastic scattering would let more of them return. The length is therefore an estimate, and its value, 5 nm, is assumed. Then $\mathcal T=0.677$ and the current factor is $0.677/1.323=0.512$, or about 81 µA/µm. The formula ignores acceleration inside this length. For a parabolic barrier and a constant scattering time, the factor is about 0.57 if each collision thermalises the electron. For isotropic elastic collisions it depends on where the barrier ends: about 0.48, 0.46 and 0.45 for 10, 14 and 20 nm.

## Beside a real transistor

The example resembles a short thin-body silicon transistor biased not far above threshold. Its 3 nm oxide is thick for a 20 nm gate; about 1 nm equivalent thickness is more usual in advanced devices. That would triple $C_G$ and raise the lower window edge to about $5.6\times10^{11}$ cm⁻², close to the chosen density. Strongly turned-on transistors hold densities nearer $10^{13}$ cm⁻², where the electrons are degenerate. The simple law is therefore a reference for a narrow range of bias.

The assumption that fails most clearly is collisionless transport. Series resistance matters as well. The ballistic resistance at low voltage is 327 Ω µm; backscattering along a nearly flat 20 nm barrier raises it to $327/0.344=950$ Ω µm. A rough 200 Ω µm for the contacts brings the total to 1150 Ω µm, so in this flat-barrier limit the low-voltage current is about 28 percent of the ideal value at the same barrier-top charge. Half the contact resistance lies on the source side. At the ideal saturation current it would drop 15.8 mV and remove at most about 14 percent of the charge at constant gate voltage.

Other effects are smaller here. In an infinite-well estimate, higher subbands hold 1 percent of the electrons and change the mean velocity by 0.1 percent. That estimate is too low for a real film: with an oxide barrier of 3.1 eV and an oxide mass of 0.5 electron masses, the share is about 11 percent and the mean velocity falls by about 3 percent. The nonparabolic silicon band lowers the velocity by a further 2 to 4 percent. For a smooth barrier 0.20 eV high that falls by $kT$ in 5 nm, tunnelling and over-barrier reflection together raise the thermally averaged transmission by 6.6 percent at fixed barrier height. The change at fixed charge was not calculated, since the density at the maximum changes too. The numerical output also lists the ideal and fixed-barrier currents at 10 and 25 mV.

## Values computed for the example and the checks

```
largest trajectory error in tanh: 1.5e-06
largest relative k-space error: 5.1e-14
temperature: 300 K; kT/q: 25.85 mV
masses m_t, m_l: 0.19, 0.92 electron masses
film, oxide, gate length: 3, 3, 20 nm
sheet density n_s: 8.00e+11 cm^-2
N/2: 2.052e+12 cm^-2
gate capacitance C_G: 1.151 uF/cm2
C_G kT/q^2: 1.857e+11 cm^-2
upper capacitance limit: 12.72 uF/cm2
thermal velocity v_T: 1.234e+07 cm/s
saturation current: 158.2 uA/um
zero-bias conductance: 3.060 mS/um
ballistic resistance: 326.8 ohm um
voltage for 95 % of saturation: 94.7 mV
largest barrier lowering kT ln2: 17.92 meV
V mV | tanh | I uA/um | n+ , n- 1e11 cm^-2 | barrier fall meV | fixed-barrier I uA/um
10 | 0.1910 | 30.2 | 4.764 , 3.236 | 4.52 | 25.4
25 | 0.4491 | 71.0 | 5.796 , 2.204 | 9.59 | 49.0
50 | 0.7474 | 118.2 | 6.990 , 1.010 | 14.43 | 67.7
100 | 0.9591 | 151.7 | 7.836 , 0.164 | 17.38 | 77.4
200 | 0.9991 | 158.1 | 7.997 , 0.003 | 17.91 | 79.1
Current ratios to the ideal law at 200 mV:
  degeneracy alone: 1.058
  finite gate capacitance alone: 0.871
  drain coupling 50 mV/V, extra factor: 1.082
  these three together: 0.976
share of carriers in higher subbands: 1.02 %
velocity ratio with higher subbands: 0.9986
model barrier height: 0.20 eV; kT-drop length: 5 nm
quantum/classical thermal transmission: 1.066
mobility: 250 cm2/Vs; mean free path: 10.5 nm
backscattering ratio, low bias: 0.344
backscattering ratio, saturation: 0.512
series resistance: 200 ohm um; low-bias current ratio: 0.620
source-side drop at ideal saturation: 15.8 mV
upper estimate of charge lost to it: 14.2 %
```
